# Intrinsic Hall conductivity of the exchange-split two-dimensional Rashba gas: a numerical check

```python
"""Intrinsic Hall conductivity of the exchange-split 2D Rashba gas.

H = k^2/(2m) + alpha (sx ky - sy kx) + Delta sz, hbar = e = 1, charge -1.
eso = m alpha^2, lam = sqrt(Delta^2 + alpha^2 k^2),
R = sqrt(eso^2 + Delta^2 + 2 eso mu), mu = Fermi energy.
Result under test, in units of e^2/h, with j_x = sigma_xy E_y:
  mu > Delta        : -eso Delta / (Delta^2 + 2 eso mu)
  |mu| <= Delta     : -(1/2) [1 - Delta/(R + eso)]
  Emin < mu < -Delta: -(Delta/2) [1/(eso - R) - 1/(eso + R)]  (eso > Delta)
The magnitude is largest at mu = Delta and tends to 1/2 for eso >> Delta.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
ID = np.eye(2, dtype=complex)


def hamiltonian(kx, ky, mass, alpha, delta):
    kx = np.asarray(kx, dtype=float)[..., None, None]
    ky = np.asarray(ky, dtype=float)[..., None, None]
    return ((kx**2 + ky**2) / (2 * mass) * ID
            + alpha * (ky * SX - kx * SY) + delta * SZ)


def band_bottom(delta, eso):
    if eso <= delta:
        return -delta
    return -(eso / 2 + delta**2 / (2 * eso))


def hall_formula(mu, delta, eso):
    """Lower-band and upper-band parts of sigma_xy in e^2/h."""
    if mu <= band_bottom(delta, eso):
        return 0.0, 0.0
    root = np.sqrt(eso**2 + delta**2 + 2 * eso * mu)
    inner = eso - root if mu < -delta else delta
    lower = -0.5 * delta * (1 / inner - 1 / (eso + root))
    upper = 0.5 * (1 - delta / (root - eso)) if mu > delta else 0.0
    return lower, upper


def curvature_formula(k, alpha, delta):
    """Berry curvature of the lower band; the upper band has minus this."""
    return delta * alpha**2 / (2 * (delta**2 + alpha**2 * k**2)**1.5)


def loop_phase(kx, ky, band, mass, alpha, delta):
    """Berry phase, closed anticlockwise loop, A = i<u|grad u>."""
    vec = np.linalg.eigh(hamiltonian(kx, ky, mass, alpha, delta))[1][..., band]
    links = np.sum(vec.conj() * np.roll(vec, -1, axis=0), axis=1)
    return -np.angle(np.prod(links / np.abs(links)))


def kubo_table(mass, alpha, delta, kmax=0.4, points=40000):
    """Energies and weighted Kubo curvatures of numerically found states."""
    dk = kmax / points
    radius = (np.arange(points) + 0.5) * dk
    angles = np.array([0.3, 1.9, 4.4])
    kx = radius[:, None] * np.cos(angles)
    ky = radius[:, None] * np.sin(angles)
    energy, vec = np.linalg.eigh(hamiltonian(kx, ky, mass, alpha, delta))
    dhx = kx[..., None, None] / mass * ID - alpha * SY
    dhy = ky[..., None, None] / mass * ID + alpha * SX
    bra = np.conj(np.swapaxes(vec, -1, -2))
    mx, my = bra @ dhx @ vec, bra @ dhy @ vec
    gap2 = (energy[..., 1] - energy[..., 0])**2
    curv = np.stack([-2 * np.imag(mx[..., 0, 1] * my[..., 1, 0]) / gap2,
                     -2 * np.imag(mx[..., 1, 0] * my[..., 0, 1]) / gap2], -1)
    assert np.max(np.ptp(curv, axis=1)) < 1e-8 * np.max(np.abs(curv))
    weight = radius[:, None, None] * dk / len(angles)
    return energy, -weight * curv


# Model parameters of the worked example (atomic units)
mass, alpha, delta = 1.0, 0.1, 0.002
eso = mass * alpha**2

# Test: anomalous velocity from the time-dependent Schroedinger equation.
# The field along y is switched on slowly; kx = 0, so no band velocity along x.
field, ramp, steps, ky_start = 1e-7, 4.0e4, 8000, 0.02
dt = ramp / steps


def ky_at(t):
    return ky_start - field * (t / 2 - ramp / (2 * np.pi)
                               * np.sin(np.pi * t / ramp))


psi = np.linalg.eigh(hamiltonian(0.0, ky_start, mass, alpha, delta))[1][:, 0]
for step in range(steps):
    spin_part = alpha * ky_at((step + 0.5) * dt) * SX + delta * SZ
    size = np.sqrt((alpha * ky_at((step + 0.5) * dt))**2 + delta**2)
    psi = (np.cos(size * dt) * psi
           - 1j * np.sin(size * dt) / size * (spin_part @ psi))
velocity = -alpha * np.real(psi.conj() @ SY @ psi)
velocity_formula = field * curvature_formula(ky_at(ramp), alpha, delta)
assert abs(velocity / velocity_formula - 1) < 2e-3

# Test: Berry curvature from phases around small squares
side = 1e-4
for px, py in [(0.0, 0.0), (0.013, -0.02), (-0.05, 0.03)]:
    cx = px + side / 2 * np.array([-1, 1, 1, -1])
    cy = py + side / 2 * np.array([-1, -1, 1, 1])
    expected = curvature_formula(np.hypot(px, py), alpha, delta)
    for band, sign in [(0, 1), (1, -1)]:
        found = loop_phase(cx, cy, band, mass, alpha, delta) / side**2
        assert abs(found / (sign * expected) - 1) < 1e-3

# Test: band-resolved Kubo sums, strong and weak coupling, two masses
mu_ratio = np.arange(-30, 51) / 10
worst = 0.0
peak_positions = []
for test_mass, test_eso in [(mass, eso), (0.5, 0.5 * delta)]:
    test_alpha = np.sqrt(test_eso / test_mass)
    energy, weighted = kubo_table(test_mass, test_alpha, delta)
    bottom = band_bottom(delta, test_eso)
    assert abs(energy.min() - bottom) < 1e-7
    numeric = []
    for ratio in mu_ratio:
        mu = ratio * delta
        parts = np.sum(weighted * (energy < mu), axis=(0, 1))
        formula = hall_formula(mu, delta, test_eso)
        worst = max(worst, np.max(np.abs(parts - np.array(formula))))
        if mu > delta:
            compact = -test_eso * delta / (delta**2 + 2 * test_eso * mu)
            assert abs(parts.sum() - compact) < 2e-4
        numeric.append(parts.sum())
    magnitude = np.abs(numeric)
    rising = magnitude[(mu_ratio * delta > bottom) & (mu_ratio <= 1)]
    falling = magnitude[mu_ratio >= 1]
    assert np.all(np.diff(rising) > 0) and np.all(np.diff(falling) < 0)
    peak_positions.append(mu_ratio[np.argmax(magnitude)])
    assert abs(peak_positions[-1] - 1) < 1e-12
    assert abs(magnitude.max() - 0.5 / (1 + delta / (2 * test_eso))) < 2e-4
assert worst < 2e-4

# Test: approach to e^2/2h from Berry phases of numerically found Fermi lines
phi = 2 * np.pi * np.arange(4000) / 4000
limit_rows = []
for strength in [1, 5, 50, 500]:
    a = np.sqrt(strength * delta / mass)
    row = []
    for ratio in [-0.9, 0.0, 1.0]:
        def mismatch(k):
            h = hamiltonian(k, 0.0, mass, a, delta)
            return np.linalg.eigvalsh(h)[0] - ratio * delta
        kf = brentq(mismatch, 1e-7, 3 * mass * a + 1, xtol=1e-14)
        phase = loop_phase(kf * np.cos(phi), kf * np.sin(phi), 0,
                           mass, a, delta)
        sigma_half = -phase / np.pi
        target = 2 * hall_formula(ratio * delta, delta, strength * delta)[0]
        assert abs(sigma_half - target) < 1e-5
        row.append(sigma_half)
    shortfall = 1 - np.abs(row)
    assert np.all(shortfall > 1 / (2 * strength + 1) - 1e-5)
    if strength > 1:
        assert np.all(shortfall < 1 / (2 * strength - 1))
    limit_rows.append((strength, row))
assert max(1 - np.abs(limit_rows[-1][1])) < 2e-3

# Test: fixed mu above the gap, strong coupling tends to -(e^2/2h) Delta/mu
energy, weighted = kubo_table(mass, 1.0, delta, kmax=4.0, points=100000)
above = 2 * np.sum(weighted * (energy < 3 * delta))
assert abs(above + 1 / 3) < 1e-2

# Worked example
hartree_mev = constants.value("Hartree energy in eV") * 1e3
half_quantum = constants.e**2 / (2 * constants.h)
root_peak = np.sqrt(eso**2 + delta**2 + 2 * eso * delta)
lam_peak = root_peak + eso
k_peak = np.sqrt(lam_peak**2 - delta**2) / alpha
peak = 2 * sum(hall_formula(delta, delta, eso))
print(f"mass m = {mass:.1f} electron masses")
print(f"Rashba parameter alpha = {alpha:.3f} a.u.")
print(f"exchange energy Delta = {delta:.4f} hartree")
print(f"Delta converted = {delta * hartree_mev:.2f} meV")
print(f"eso = m alpha^2 = {eso:.4f} hartree")
print(f"eso/Delta = {eso / delta:.2f}")
print(f"band bottom = {band_bottom(delta, eso):.5f} hartree")
print(f"band bottom / Delta = {band_bottom(delta, eso) / delta:.3f}")
print(f"R at mu=Delta = {root_peak:.5f} hartree")
print(f"lambda on Fermi line at mu=Delta = {lam_peak:.5f} hartree")
print(f"Fermi wavevector at mu=Delta = {k_peak:.5f} 1/bohr")
print("mu/Delta; sigma_xy lower band, upper band, total (e^2/2h)")
for ratio in [-2.5, -2, -1.5, -1, -0.5, 0, 0.5, 1, 1.5, 2, 3, 5]:
    low, up = hall_formula(ratio * delta, delta, eso)
    print(f"{ratio:5.1f} {2*low:9.5f} {2*up:9.5f} {2*(low+up):9.5f}")
print(f"peak sigma_xy = {peak:.5f} e^2/2h")
print(f"e^2/2h = {half_quantum:.5e} S")
print(f"peak sigma_xy converted = {peak * half_quantum:.4e} S")
print(f"Kubo peak position, strong case = {peak_positions[0]:.1f} Delta")
print(f"Kubo peak position, weak case = {peak_positions[1]:.1f} Delta")
print("eso/Delta; sigma_xy at mu/Delta = -0.9, 0, 1 (e^2/2h), Berry phase")
for strength, row in limit_rows:
    print(f"{strength:4d} " + " ".join(f"{value:9.5f}" for value in row))
print(f"eso/Delta=500, mu=3 Delta, Kubo: {above:.4f} e^2/2h")
print(f"propagated / predicted velocity = {velocity/velocity_formula:.5f}")
print(f"largest Kubo-formula difference = {worst:.1e} e^2/h")
print("verified")
```

Running it gives:

```
mass m = 1.0 electron masses
Rashba parameter alpha = 0.100 a.u.
exchange energy Delta = 0.0020 hartree
Delta converted = 54.42 meV
eso = m alpha^2 = 0.0100 hartree
eso/Delta = 5.00
band bottom = -0.00520 hartree
band bottom / Delta = -2.600
R at mu=Delta = 0.01200 hartree
lambda on Fermi line at mu=Delta = 0.02200 hartree
Fermi wavevector at mu=Delta = 0.21909 1/bohr
mu/Delta; sigma_xy lower band, upper band, total (e^2/2h)
 -2.5  -0.08333   0.00000  -0.08333
 -2.0  -0.25784   0.00000  -0.25784
 -1.5  -0.47380   0.00000  -0.47380
 -1.0  -0.88889   0.00000  -0.88889
 -0.5  -0.89564   0.00000  -0.89564
  0.0  -0.90098   0.00000  -0.90098
  0.5  -0.90537   0.00000  -0.90537
  1.0  -0.90909   0.00000  -0.90909
  1.5  -0.91230   0.28730  -0.62500
  2.0  -0.91513   0.43894  -0.47619
  3.0  -0.91989   0.59731  -0.32258
  5.0  -0.92710   0.73102  -0.19608
peak sigma_xy = -0.90909 e^2/2h
e^2/2h = 1.93702e-05 S
peak sigma_xy converted = -1.7609e-05 S
Kubo peak position, strong case = 1.0 Delta
Kubo peak position, weak case = 1.0 Delta
eso/Delta; sigma_xy at mu/Delta = -0.9, 0, 1 (e^2/2h), Berry phase
   1  -0.30902  -0.58579  -0.66667
   5  -0.89039  -0.90098  -0.90909
  50  -0.98991  -0.99000  -0.99010
 500  -0.99900  -0.99900  -0.99900
eso/Delta=500, mu=3 Delta, Kubo: -0.3332 e^2/2h
propagated / predicted velocity = 0.99996
largest Kubo-formula difference = 4.4e-05 e^2/h
verified
```
